**Adiabatic connection of minimal-basis H2: closed formula against full diagonalization**

The program tests the closed form of the integrand $W_\lambda=\langle V_{ee}\rangle_\lambda-U$ for H2 in the STO-3G basis, with one electron per site orbital at every coupling strength $\lambda$. Here $A$ is the gap between the configurations $g^2$ and $u^2$ at $\lambda=0$, $K=(gu|gu)$ is their coupling, $B=J_{uu}-J_{gg}$, and $\Omega_1$ is the gap between the two even singlets at $\lambda=1$. The reference values come from diagonalizing the Hamiltonian in the full two-electron product space. The program asserts that the lowest state is a singlet with equal site occupations, and that $W_\lambda$, its initial slope and the midpoint density loss agree with their formulas. It also asserts that the numerical integral of $W_\lambda-W_0$ equals the full-CI correlation energy $E_c$, and that $f=E_c/(W_1-W_0)$ equals $\Omega_1/(\Omega_1+A)$. The output shows $f$ rising from 0.510 at 1.4 bohr, a nearly straight curve, to 0.999 at 9 bohr, where half of the drop is complete at $\lambda\approx0.0006$. Exchanging only $A$ between these two bond lengths exchanges the two shapes.

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

## Check in Python

```python
# Adiabatic connection of minimal-basis H2 (STO-3G), Hartree atomic units.
# Result under test:
#   W(lam) = -Jgg + [B - (B*D + 4*lam*K^2)/Omega]/2,
#   D = A + lam*B,  Omega = sqrt(D^2 + 4*lam^2*K^2),
#   f = Ec/(W(1)-W(0)) = Omega(1)/(Omega(1)+A)   (1/2: straight line, 1: sudden drop)
# g, u: bonding and antibonding orbitals; h: kinetic energy + nuclear attraction
# A = 2(huu-hgg), B = Juu-Jgg, K = (gu|gu), lam: coupling strength.
# Held fixed along lam: one electron per orthogonalized site orbital, and h.
# The reference side diagonalizes the full two-electron product space.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf import gto, fci

BASIS = "sto-3g"
LENGTHS = [1.4, 3.0, 5.0, 7.0, 9.0]
GRID = [0.0, 0.01, 0.05, 0.1, 0.25, 0.5, 0.75, 1.0]


class Molecule:
    def __init__(self, R):
        mol = gto.M(atom=[["H", (0, 0, -R / 2)], ["H", (0, 0, R / 2)]],
                    unit="Bohr", basis=BASIS, verbose=0)
        s, vec = np.linalg.eigh(mol.intor("int1e_ovlp"))
        X = vec @ np.diag(s ** -0.5) @ vec.T
        self.R = R
        self.h = X.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
        self.eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl",
                             mol.intor("int2e"), X, X, X, X, optimize=True)
        self.V = self.eri.transpose(0, 2, 1, 3).reshape(4, 4)
        self.mid = (mol.eval_gto("GTOval_sph", np.zeros((1, 3))) @ X)[0]
        # integrals over g and u, used only by the closed formulas
        C = np.array([[1.0, 1.0], [1.0, -1.0]]) / np.sqrt(2)
        hm = C.T @ self.h @ C
        em = np.einsum("pqrs,pi,qj,rk,sl->ijkl",
                       self.eri, C, C, C, C, optimize=True)
        self.hgg, self.huu = hm[0, 0], hm[1, 1]
        self.Jgg, self.Juu = em[0, 0, 0, 0], em[1, 1, 1, 1]
        self.K = em[0, 1, 0, 1]
        self.A = 2 * (self.huu - self.hgg)
        self.B = self.Juu - self.Jgg
        self.lam_c = self.A / (2 * self.K)
        # Hartree energy of the density at zero coupling
        dm = self.density_matrix(0.0)
        self.U = 0.5 * np.einsum("ij,kl,ijkl->", dm, dm, self.eri)

    def spectrum(self, lam, bias=0.0):
        one = self.h + bias * np.diag([1.0, -1.0])
        H = np.kron(one, np.eye(2)) + np.kron(np.eye(2), one) + lam * self.V
        return np.linalg.eigh(H)

    def density_matrix(self, lam):
        psi = self.spectrum(lam)[1][:, 0].reshape(2, 2)
        return psi @ psi.T + psi.T @ psi

    def W(self, lam):
        psi = self.spectrum(lam)[1][:, 0]
        return psi @ self.V @ psi - self.U

    def gap(self, lam):
        return np.hypot(self.A + lam * self.B, 2 * lam * self.K)

    def W_formula(self, lam):
        D = self.A + lam * self.B
        return -self.Jgg + 0.5 * (
            self.B - (self.B * D + 4 * lam * self.K ** 2) / self.gap(lam))


def shape_two_level(A, B, K):
    """Shape measure f by diagonalizing a two-level model with chosen A, B, K."""
    V = np.array([[0.0, K], [K, B]])
    e, c = np.linalg.eigh(np.diag([0.0, A]) + V)
    return e[0] / (c[:, 0] @ V @ c[:, 0])


atom = gto.M(atom="H 0 0 0", basis=BASIS, spin=1, verbose=0)
Jaa = atom.intor("int2e").reshape(-1)[0]
mols = [Molecule(R) for R in LENGTHS]

for m in mols:
    # the unbiased ground state is a singlet with one electron per site,
    # and a site bias of either sign lowers the energy (maximum at zero bias)
    for lam in GRID:
        e, c = m.spectrum(lam)
        psi = c[:, 0].reshape(2, 2)
        assert np.allclose(psi, psi.T, atol=1e-6)
        assert np.allclose(np.diag(m.density_matrix(lam)), 1.0, atol=1e-6)
        assert max(m.spectrum(lam, 0.05)[0][0],
                   m.spectrum(lam, -0.05)[0][0]) < e[0]
        assert abs(m.W(lam) - m.W_formula(lam)) < 1e-8
    # initial slope by central difference
    step = 1e-3 * m.lam_c
    slope_fd = (m.W(step) - m.W(-step)) / (2 * step)
    m.slope = -2 * m.K ** 2 / m.A
    assert abs(slope_fd / m.slope - 1) < 1e-4
    # correlation energy: integral of W, separate full CI, closed formula
    W0, W1 = m.W(0.0), m.W(1.0)
    breaks = [x for x in (m.lam_c, 10 * m.lam_c) if x < 1] or None
    m.Ec = quad(lambda x: m.W(x) - W0, 0, 1, points=breaks,
                epsabs=1e-10, epsrel=1e-10, limit=200)[0]
    e_fci = fci.direct_spin1.kernel(m.h, m.eri, 2, (1, 1))[0]
    assert abs(m.Ec - (e_fci - 2 * m.hgg - m.Jgg)) < 1e-8
    assert abs(m.Ec - 0.5 * (m.A + m.B - m.gap(1.0))) < 1e-8
    # shape measure from the integral against the ratio of gaps
    levels = m.spectrum(1.0)[0]
    omega1 = levels[-1] - levels[0]
    assert abs(omega1 - m.gap(1.0)) < 1e-9
    m.f = m.Ec / (W1 - W0)
    assert abs(m.f - omega1 / (omega1 + m.A)) < 1e-6
    # position where half of the total drop is complete
    m.half = brentq(lambda x: m.W(x) - 0.5 * (W0 + W1), 0, 1, xtol=1e-13)
    if m.lam_c < 0.05:  # leading-order law, relative error of order lam_c
        assert abs(m.half * np.sqrt(3) / m.lam_c - 1) < 5 * m.lam_c
    m.done = (W0 - m.W(0.1)) / (W0 - W1)
    # loss of real-space density at the bond midpoint
    n0 = m.mid @ m.density_matrix(0.0) @ m.mid
    n1 = m.mid @ m.density_matrix(1.0) @ m.mid
    m.loss = 1 - n1 / n0
    assert abs(m.loss - 0.5 * (1 - (m.A + m.B) / m.gap(1.0))) < 1e-6

near, far = mols[0], mols[-1]
assert all(p.f < q.f for p, q in zip(mols, mols[1:]))
assert near.f < 0.52 and far.f > 0.99
# dissociation limits
assert far.lam_c < 0.05
assert abs(far.W(1.0) + Jaa) < 5e-3
assert abs(far.W(0.0) + 0.5 * (Jaa + 1 / far.R)) < 5e-3
assert abs(far.K - 0.5 * (Jaa - 1 / far.R)) < 5e-3
# exchanging only the gap A exchanges the shapes
f_open = shape_two_level(near.A, far.B, far.K)
f_closed = shape_two_level(far.A, near.B, near.K)
assert f_open < 0.55 and f_closed > 0.98

print("H2, basis", BASIS, "; R in bohr, energies in hartree")
print("Integrals (hartree)")
print("   R      hgg       huu       Jgg       Juu       K")
for m in mols:
    print(f"{m.R:5.1f}" + "".join(
        f"{x:10.5f}" for x in (m.hgg, m.huu, m.Jgg, m.Juu, m.K)))
print("Gaps A, B, Omega(1) (hartree); lam_c = A/(2K) (no unit)")
print("   R        A          B       Omega(1)     lam_c")
for m in mols:
    print(f"{m.R:5.1f}" + "".join(
        f"{x:11.6f}" for x in (m.A, m.B, m.gap(1.0), m.lam_c)))
print("W(lam) (hartree), columns are lam =")
print("   R " + "".join(f"{x:9.2f}" for x in GRID))
for m in mols:
    print(f"{m.R:5.1f}" + "".join(f"{m.W(x):9.5f}" for x in GRID))
print("Initial slope W'(0), Ec, straight-line Ec = W'(0)/2 (hartree)")
print("   R       W'(0)          Ec     straight-line Ec")
for m in mols:
    print(f"{m.R:5.1f}{m.slope:13.5f}{m.Ec:12.6f}{m.slope / 2:14.5f}")
print("Shape (no unit): f, half-drop lam, drop done at lam=0.1,")
print("fraction of midpoint density lost at lam=1")
print("   R      f      half-drop   done(0.1)   lost")
for m in mols:
    print(f"{m.R:5.1f}{m.f:9.4f}{m.half:12.6f}{m.done:10.4f}{m.loss:10.4f}")
print(f"Atomic self-repulsion Jaa = {Jaa:.5f} hartree")
print(f"lam_c/sqrt(3) at R = {far.R} bohr: {far.lam_c / np.sqrt(3):.6f}")
print(f"f, A from {near.R} bohr, B and K from {far.R} bohr: {f_open:.4f}")
print(f"f, A from {far.R} bohr, B and K from {near.R} bohr: {f_closed:.4f}")
print("checks complete")
```

It prints:

```
H2, basis sto-3g ; R in bohr, energies in hartree
Integrals (hartree)
   R      hgg       huu       Jgg       Juu       K
  1.4  -1.25280  -0.47560   0.67459   0.69750   0.18126
  3.0  -0.88088  -0.66923   0.54316   0.57343   0.23512
  5.0  -0.68363  -0.64820   0.48085   0.49471   0.28773
  7.0  -0.61156  -0.60730   0.45752   0.45996   0.31588
  9.0  -0.57787  -0.57751   0.44276   0.44295   0.33175
Gaps A, B, Omega(1) (hartree); lam_c = A/(2K) (no unit)
   R        A          B       Omega(1)     lam_c
  1.4   1.554390   0.022901   1.618414   4.287784
  3.0   0.423300   0.030274   0.653338   0.900188
  5.0   0.070859   0.013863   0.581669   0.123134
  7.0   0.008532   0.002439   0.631853   0.013506
  9.0   0.000728   0.000191   0.663496   0.001098
W(lam) (hartree), columns are lam =
   R      0.00     0.01     0.05     0.10     0.25     0.50     0.75     1.00
  1.4 -0.67459 -0.67502 -0.67671 -0.67881 -0.68509 -0.69536 -0.70533 -0.71490
  3.0 -0.54316 -0.54577 -0.55613 -0.56884 -0.60451 -0.65248 -0.68573 -0.70775
  5.0 -0.48085 -0.50407 -0.58770 -0.65861 -0.73273 -0.75349 -0.75796 -0.75959
  7.0 -0.45752 -0.64490 -0.76128 -0.76934 -0.77172 -0.77207 -0.77213 -0.77215
  9.0 -0.44276 -0.77243 -0.77433 -0.77439 -0.77441 -0.77441 -0.77441 -0.77441
Initial slope W'(0), Ec, straight-line Ec = W'(0)/2 (hartree)
   R       W'(0)          Ec     straight-line Ec
  1.4     -0.04227   -0.020562      -0.02114
  3.0     -0.26119   -0.099882      -0.13059
  5.0     -2.33675   -0.248473      -1.16838
  7.0    -23.38865   -0.310441     -11.69433
  9.0   -302.22940   -0.331288    -151.11470
Shape (no unit): f, half-drop lam, drop done at lam=0.1,
fraction of midpoint density lost at lam=1
   R      f      half-drop   done(0.1)   lost
  1.4   0.5101    0.484917    0.1046    0.0127
  3.0   0.6068    0.349475    0.1561    0.1529
  5.0   0.8914    0.069675    0.6377    0.4272
  7.0   0.9867    0.007784    0.9911    0.4913
  9.0   0.9989    0.000634    0.9999    0.4993
Atomic self-repulsion Jaa = 0.77461 hartree
lam_c/sqrt(3) at R = 9.0 bohr: 0.000634
f, A from 1.4 bohr, B and K from 9.0 bohr: 0.5209
f, A from 9.0 bohr, B and K from 1.4 bohr: 0.9980
checks complete
```
